# Third harmonic from the cubic charge-voltage law of two opposed sheaths: test program

```python
"""
Result under test: two identical opposed radiofrequency sheaths, carrying bare
ion charges Q0+q and Q0-q per area, have the total voltage V(Q0+q)-V(Q0-q).
A quadratic V(Q) gives no harmonics; a cubic part gives a third harmonic.
For collisionless ions in the mean field and q = Q0 cos(theta):
   V3 = -1024 H U/(3675 pi),  V1 = U [2 + H (5 pi/6 - 1024/(675 pi))],
   U = Q0^2/(eps0 e ns),      H = Q0^2/(pi eps0 ns k Te).
ns: ion density at the furthest electron edge, Te: electron temperature.
Scaled units in the solver: charge Q0, length s0 = Q0/(e ns), voltage U,
ion speed in units of the Bohm speed.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

PI = np.pi
N_PHASE = 1000
theta = 2 * PI * (np.arange(N_PHASE) + 0.5) / N_PHASE


def harmonic(wave, order):
    """Complex amplitude: real part multiplies cos, minus imaginary part sin."""
    return 2 * np.mean(wave * np.exp(-1j * order * theta))


class Sheath:
    """Ion motion integrated in position space from the plasma side inward."""

    def __init__(self, H, drag=0.0, floor=0.0):
        self.floor = floor
        self.q_max = floor + 2.0
        charge_in_time = floor + 1 + np.cos(theta)

        def slope(z, state):
            passed, speed = state
            sigma = self.q_max - passed
            mean_field = np.mean(np.maximum(charge_in_time - sigma, 0))
            return [1 / speed, (PI * H * mean_field - drag * speed**2) / speed]

        def electrode(z, state):
            return state[0] - self.q_max
        electrode.terminal = True
        electrode.direction = 1
        run = solve_ivp(slope, (0, 200), [0.0, 1.0], events=electrode,
                        rtol=1e-7, atol=1e-9, max_step=0.03, dense_output=True)
        assert run.status == 1
        self.width = run.t[-1]
        depth = np.linspace(0, self.width, 4001)
        passed, speed = run.sol(depth)
        self.sigma = self.q_max - passed
        self.wall_speed = speed[-1]
        self.weights = np.full(depth.size, depth[1])
        self.weights[[0, -1]] *= 0.5

    def volt(self, charge):
        """Integral of the instantaneous field over the sheath."""
        charge = np.atleast_1d(charge)
        field = np.maximum(charge[:, None] - self.sigma, 0)
        # beyond the furthest edge the ion density is continued as ns
        extra = 0.5 * np.maximum(charge - self.q_max, 0)**2
        return field @ self.weights + extra

    def pair(self, q):
        mean = self.floor + 1
        return self.volt(mean + q) - self.volt(mean - q)


def v1_formula(H):
    return 2 + H * (5 * PI / 6 - 1024 / (675 * PI))


def v3_formula(H):
    return -1024 * H / (3675 * PI)


# Polynomial charge-voltage law, Fourier integrals done symbolically
a2, a3, a4, Qm, Qh, t = sp.symbols("a2 a3 a4 Qm Qh t", real=True)


def law(Q):
    return a2 * Q**2 + a3 * Q**3 + a4 * Q**4


total = sp.expand(law(Qm + Qh * sp.cos(t)) - law(Qm - Qh * sp.cos(t)))


def cos_part(n):
    return sp.integrate(sp.expand(total * sp.cos(n * t)), (t, 0, 2 * sp.pi)) / sp.pi


assert sp.simplify(cos_part(3) - a3 * Qh**3 / 2 - 2 * a4 * Qm * Qh**3) == 0
fund = 4*a2*Qm*Qh + 6*a3*Qm**2*Qh + sp.Rational(3, 2)*a3*Qh**3
assert sp.simplify(cos_part(1).subs(a4, 0) - fund) == 0
assert sp.simplify(cos_part(2)) == 0

# Example inputs (SI inside the program)
e, eps0, me = const.e, const.epsilon_0, const.m_e
M = 39.95 * const.atomic_mass
freq, J0, Te, ns = 27.12e6, 60.0, 3.0, 3e15
pressure_mTorr, T_gas, cross_section = 3.0, 300.0, 1e-18
gap, n_bulk = 0.04, 6e15
omega = 2 * PI * freq
Q0 = J0 / omega
s0 = Q0 / (e * ns)
U = Q0**2 / (eps0 * e * ns)
H = Q0**2 / (PI * eps0 * ns * e * Te)
uB = np.sqrt(e * Te / M)

# Self-consistent sheath against the closed formulas, at two values of H
base = Sheath(H)
for h_value, sheath in ((H, base), (0.5, Sheath(0.5))):
    wave = sheath.pair(np.cos(theta))
    single = sheath.volt(1 + np.cos(theta))
    wall = 1 + 3 * PI * h_value / 4
    assert abs(harmonic(wave, 1).real / v1_formula(h_value) - 1) < 1e-3
    assert abs(harmonic(wave, 3).real / v3_formula(h_value) - 1) < 2e-3
    assert abs(sheath.width / (2 + 5 * PI * h_value / 12) - 1) < 1e-3
    assert abs(sheath.wall_speed / wall - 1) < 1e-3
    assert abs(single.mean() * 2 * PI * h_value / (wall**2 - 1) - 1) < 2e-3
    assert abs(harmonic(wave, 2)) < 1e-6 < abs(harmonic(single, 2))
    d = 0.1
    v = sheath.volt(1 + d * np.array([-2, -1, 1, 2]))
    third_derivative = (v[3] - 2 * v[2] + 2 * v[1] - v[0]) / (2 * d**3)
    assert abs(third_derivative / (-h_value) - 1) < 0.01

# Without ion acceleration the density is uniform and the harmonic vanishes
uniform = Sheath(0.0)
uniform_v3 = abs(harmonic(uniform.pair(np.cos(theta)), 3))
assert uniform_v3 < 1e-5

# Sinusoidal voltage, ion profile held fixed: harmonic moves to the charge
q_grid = np.linspace(-1, 1, 401)
inverse = CubicSpline(base.pair(q_grid), q_grid)
c1 = 2 + H * (5 * PI / 6 - 2 / 9)
small = inverse(base.pair(0.2)[0] * np.cos(theta))
small_ratio = harmonic(small, 3).real / harmonic(small, 1).real**3
assert abs(small_ratio / (H / (12 * c1)) - 1) < 0.02
full = inverse(base.pair(1.0)[0] * np.cos(theta))
current_ratio = 3 * abs(harmonic(full, 3)) / abs(harmonic(full, 1))

# Neglected effects, each taken alone
gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * T_gas)
free_path = 1 / (gas_density * cross_section)
wave = base.pair(np.cos(theta))
wave_drag = Sheath(H, drag=s0 / free_path).pair(np.cos(theta))
V_float = Te * np.log(np.sqrt(M / (2 * PI * me)))
floor = brentq(lambda f: Sheath(H, floor=f).volt(f)[0] - V_float / U,
               0.01, 1.5, xtol=1e-4)
wave_floor = Sheath(H, floor=floor).pair(np.cos(theta))
# Ions discharge each sheath steadily; electrons recharge it once per period
gain = uB / (freq * s0)
drift1 = gain * (1 - np.mod((theta - PI) / (2 * PI), 1))
drift2 = gain * (1 - np.mod(theta / (2 * PI), 1))
wave_drift = (base.volt(1 + np.cos(theta) + drift1)
              - base.volt(1 - np.cos(theta) + drift2))


def percent(w):
    return 100 * abs(harmonic(w, 3)) / abs(harmonic(w, 1))


for w in (wave, wave_drag, wave_floor, wave_drift):
    assert harmonic(w, 3).real < 0

V1, V3 = U * harmonic(wave, 1).real, U * harmonic(wave, 3).real
single = U * base.volt(1 + np.cos(theta))
debye = np.sqrt(eps0 * Te / (e * ns))
ion_plasma = np.sqrt(ns * e**2 / (eps0 * M))
V_inertia = omega * J0 * gap * me / (n_bulk * e**2)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Frequency", freq / 1e6, "MHz")
show("Current density amplitude", J0 / 10, "mA/cm2")
show("Electron temperature", Te, "eV")
show("Sheath-edge ion density", ns / 1e6, "cm^-3")
show("Gas pressure", pressure_mTorr, "mTorr")
show("Gas temperature", T_gas, "K")
show("Ion cross section (rough)", cross_section * 1e4, "cm2")
show("Electrode gap", gap * 100, "cm")
show("Bulk electron density", n_bulk / 1e6, "cm^-3")
show("Charge amplitude Q0", Q0 * 1e5, "nC/cm2")
show("Length s0", s0 * 1e3, "mm")
show("Voltage scale U", U, "V")
show("Parameter H", H)
show("Bohm speed", uB / 1e3, "km/s")
show("Maximum sheath width", base.width * s0 * 1e3, "mm")
show("Density ratio, edge to electrode", base.wall_speed)
show("Mean sheath voltage", single.mean(), "V")
show("Peak sheath voltage", U * base.volt(2.0)[0], "V")
show("Ion energy at electrode", 0.5 * Te * base.wall_speed**2, "eV")
show("Second harmonic of one sheath", harmonic(single, 2).real, "V")
show("Third harmonic of one sheath", harmonic(single, 3).real, "V")
show("Total fundamental V1, numerical", V1, "V")
show("Total fundamental V1, formula", U * v1_formula(H), "V")
show("Total third harmonic V3, numerical", V3, "V")
show("Total third harmonic V3, formula", U * v3_formula(H), "V")
show("V3 from local cubic term alone", -H * U / 12, "V")
show("Local cubic share of V3", 100 / 12 * H / abs(v3_formula(H)), "%")
show("Ratio |V3|/V1", percent(wave), "%")
show("Large-H limit of |V3|/V1",
     100 * abs(v3_formula(1)) / (v1_formula(1) - 2), "%")
show("Uniform-density |V3|/U, numerical", uniform_v3, "", 2)
show("Voltage drive: small-amplitude y3/y1^3, numerical", small_ratio)
show("Voltage drive: small-amplitude y3/y1^3, formula", H / (12 * c1))
show("Voltage drive: third/first current harmonic", 100 * current_ratio, "%")
show("Ion mean free path", free_path * 1e3, "mm")
show("|V3|/V1 with ion collisions", percent(wave_drag), "%")
show("Floating potential, upper estimate of residual", V_float, "V")
show("Residual charge/Q0", floor)
show("V1 with residual charge", U * harmonic(wave_floor, 1).real, "V")
show("V3 with residual charge", U * harmonic(wave_floor, 3).real, "V")
show("|V3|/V1 with residual charge", percent(wave_floor), "%")
show("Ion charge lost per period/Q0", gain)
show("|V3|/V1 with charge drift", percent(wave_drift), "%")
show("Debye length at sheath edge", debye * 1e3, "mm")
show("Ion plasma frequency/drive frequency", ion_plasma / omega)
show("Ion transit time/period", 2 * s0 / uB * freq)
show("Bulk inertia voltage", V_inertia, "V")
show("Bulk inertia/sheath voltage at drive frequency", 100*V_inertia/V1, "%")
show("Same ratio at third harmonic", 900 * V_inertia / V1, "%")
print("all tests passed")
```

Running it gives:

```
Frequency: 27.12 MHz
Current density amplitude: 6 mA/cm2
Electron temperature: 3 eV
Sheath-edge ion density: 3e+09 cm^-3
Gas pressure: 3 mTorr
Gas temperature: 300 K
Ion cross section (rough): 1e-14 cm2
Electrode gap: 4 cm
Bulk electron density: 6e+09 cm^-3
Charge amplitude Q0: 0.03521 nC/cm2
Length s0: 0.7326 mm
Voltage scale U: 29.13 V
Parameter H: 3.091
Bohm speed: 2.692 km/s
Maximum sheath width: 4.429 mm
Density ratio, edge to electrode: 8.283
Mean sheath voltage: 101.4 V
Peak sheath voltage: 242.5 V
Ion energy at electrode: 102.9 eV
Second harmonic of one sheath: 19.07 V
Third harmonic of one sheath: -3.994 V
Total fundamental V1, numerical: 250.5 V
Total fundamental V1, formula: 250.5 V
Total third harmonic V3, numerical: -7.987 V
Total third harmonic V3, formula: -7.987 V
V3 from local cubic term alone: -7.504 V
Local cubic share of V3: 93.96 %
Ratio |V3|/V1: 3.188 %
Large-H limit of |V3|/V1: 4.154 %
Uniform-density |V3|/U, numerical: 2.8e-16
Voltage drive: small-amplitude y3/y1^3, numerical: 0.02764
Voltage drive: small-amplitude y3/y1^3, formula: 0.02739
Voltage drive: third/first current harmonic: 9.784 %
Ion mean free path: 10.36 mm
|V3|/V1 with ion collisions: 3.111 %
Floating potential, upper estimate of residual: 14.04 V
Residual charge/Q0: 0.3034
V1 with residual charge: 425.6 V
V3 with residual charge: -7.987 V
|V3|/V1 with residual charge: 1.877 %
Ion charge lost per period/Q0: 0.1355
|V3|/V1 with charge drift: 2.795 %
Debye length at sheath edge: 0.2351 mm
Ion plasma frequency/drive frequency: 0.0672
Ion transit time/period: 14.76
Bulk inertia voltage: 2.419 V
Bulk inertia/sheath voltage at drive frequency: 0.9654 %
Same ratio at third harmonic: 8.689 %
all tests passed
```
